# Ligand Loss and the Masked Isotope Effect of Beta-Hydride Elimination, part 2

Metal alkyl precursors can decompose by beta-hydride elimination after losing a ligand. How much of the slowing by beta deuteration appears in the measured rate, and how does free ligand change it? The scheme is

$$A \;\underset{k_{-1}}{\overset{k_1}{\rightleftharpoons}}\; I + \text{ligand},\qquad I \xrightarrow{\,k_2\,} \text{products}.$$

$A$ is the ligated complex and $I$ the open one; the letters also denote amounts. $L$ is the free ligand concentration. Subscripts H and D mark the two samples, run separately. The intrinsic effect is $K=k_{2H}/k_{2D}$, and $c=k_{2H}/k_{-1}$.

The basic model assumes constant, equal $L$ in both runs, the same $k_1$ and $k_{-1}$ for both samples, irreversible elimination, and no elimination from $A$ without ligand loss. Parts (f) to (i) each relax one assumption and keep the others.

**Part (a).** For an initial amount of one, $S_A$ and $S_I$ are the time integrals of $A$ and $I$, and

$$-1=-k_1S_A+k_{-1}L\,S_I,\qquad
0=k_1S_A-(k_{-1}L+k_2)S_I.$$

$$k_{\rm obs}=\frac1{S_A}=\frac{k_1k_2}{k_{-1}L+k_2}.$$

**Part (c), the masking law.** For $K_{\rm obs}=k_{\rm obs,H}/k_{\rm obs,D}$,

$$K_{\rm obs}=1+(K-1)\frac{L}{L+c}.$$

**Part (e).** The reciprocal plot is a straight line for each sample, with common intercept $1/k_1$ and D/H slope ratio $K$:

$$\frac1{k_{\rm obs}}=\frac1{k_1}+\frac{k_{-1}}{k_1k_2}\,L.$$

**Part (f).** With $K_1=k_{1H}/k_{1D}$ and $K_m=k_{-1H}/k_{-1D}$, the D/H intercept ratio is $K_1$ and the slope ratio is $K_1K/K_m$. The assumed values were $K_1=1.05$ and $K_m=1.02$.

**Example.** At 333 K, $k_1=2\times10^{-4}$ s$^{-1}$, $k_{-1}=10^6$ L mol$^{-1}$ s$^{-1}$, $k_{2H}=3000$ s$^{-1}$, $k_{2D}=1000$ s$^{-1}$, $K=3$ and $c=3$ mmol/L. Part (d) tabulated, among others:

| $L$ (mmol/L) | $k_{\rm obs,H}$ (s$^{-1}$) | $k_{\rm obs,D}$ (s$^{-1}$) | $K_{\rm obs}$ |
|---:|---:|---:|---:|
| 30 | $1.818\times10^{-5}$ | $6.452\times10^{-6}$ | 2.818 |
| 100 | $5.825\times10^{-6}$ | $1.980\times10^{-6}$ | 2.942 |
| 300 | $1.980\times10^{-6}$ | $6.645\times10^{-7}$ | 2.980 |

### (g) Reversible elimination

**Question.** Let elimination form an alkene hydride complex $Y$. It can return to $I$ with rate constant $k_{-2}$, or go on irreversibly with rate constant $k_3$, for example by losing the alkene. What replaces the intrinsic limit?

**Solution.** The time integrals again suffice. Let $S_Y$ be the time integral of $Y$. All the material, one unit, leaves through the last step, so $k_3S_Y=1$. The amount of $Y$ starts and ends at zero, so its total formation equals its total consumption:

$$k_2S_I=(k_{-2}+k_3)S_Y.$$

Substituting $S_Y=1/k_3$ gives

$$S_I=\frac{k_{-2}+k_3}{k_2k_3}=\frac1{k_e},\qquad
k_e=\frac{k_2k_3}{k_{-2}+k_3}.$$

The integrated equation for $A$ has not changed: $k_1S_A=1+k_{-1}L\,S_I$. Therefore

$$k_{\rm obs}=\frac1{S_A}=\frac{k_1}{1+k_{-1}L/k_e}=\frac{k_1k_e}{k_{-1}L+k_e}.$$

This is the old result with $k_2$ replaced by $k_e$. The effective constant is $k_2$ times the probability $k_3/(k_{-2}+k_3)$ that the hydride goes on instead of returning.

If $k_1$, $k_{-1}$ and $k_3$ carry no isotope effect, $K_{\rm obs}$ still starts at one. Its upper limit becomes

$$K_e=\frac{k_{eH}}{k_{eD}}=K\,\frac{k_{-2D}+k_3}{k_{-2H}+k_3}.$$

For $k_{-2}\ll k_3$, in both samples, this is $K$. For $k_{-2}\gg k_3$, it is $K\,k_{-2D}/k_{-2H}$, the isotope effect on the equilibrium constant $k_2/k_{-2}$. Free ligand removes the masking by ligand loss, but it cannot remove this second masking, which occurs after the hydrogen transfer.

Take a return isotope effect $k_{-2H}/k_{-2D}=2.5$. With $k_{-2H}=0.1k_3$, the deuterium value is $0.04k_3$ and

$$K_e=3\times\frac{1.04}{1.10}=2.84.$$

With $k_{-2H}=100k_3$, it is $3\times41/101=1.22$. A modest plateau in $K_{\rm obs}$ is therefore no proof of a small intrinsic effect.

This treatment keeps each label in its place. If return can put the hydride on a different carbon, the labels move, and more species must be included.

### (h) Elimination without ligand loss

**Question.** Let $A$ also eliminate directly, with rate constant $k_d$ and no isotope effect. Does more free ligand still bring $K_{\rm obs}$ closer to $K$?

**Solution.** The integrated equations are

$$1=(k_1+k_d)S_A-k_{-1}L\,S_I,\qquad k_1S_A=(k_{-1}L+k_2)S_I.$$

Eliminate $S_I$ and combine the two terms in $k_1$:

$$1=S_A\left[k_d+k_1-\frac{k_1k_{-1}L}{k_{-1}L+k_2}\right]
=S_A\left[k_d+\frac{k_1k_2}{k_{-1}L+k_2}\right].$$

The direct path simply adds $k_d$ to the earlier rate constant. Let $k_H$ and $k_D$ stand for the earlier constants of the two samples, without $k_d$. Then

$$K_{\rm obs}=\frac{k_d+k_H}{k_d+k_D}.$$

At $L=0$ both $k_H$ and $k_D$ equal $k_1$, and the ratio is one. At very high $L$ both tend to zero, and the ratio returns to one. Between these ends it exceeds one when $K>1$, so it must pass through a maximum.

To locate the maximum, write $y=k_{-1}L$, $h=k_{2H}$ and $d=k_{2D}$. Then $k_H=k_1h/(y+h)$, with derivative $-k_1h/(y+h)^2$, and likewise for D. Setting the derivative of $\ln K_{\rm obs}$ to zero gives

$$\frac{h}{(y+h)[k_d(y+h)+k_1h]}=\frac{d}{(y+d)[k_d(y+d)+k_1d]}.$$

Cross-multiply and collect the terms in $k_d$ and $k_1$:

$$k_d\left[h(y+d)^2-d(y+h)^2\right]+k_1hd\,(d-h)=0.$$

In the square bracket the terms linear in $y$ cancel, leaving $(h-d)y^2+hd^2-dh^2=(h-d)(y^2-hd)$. Dividing by $h-d$, which is not zero, gives $k_d(y^2-hd)=k_1hd$, or

$$k_{-1}L_{\max}=\sqrt{k_{2H}k_{2D}\left(1+\frac{k_1}{k_d}\right)}.$$

For $k_d=10^{-7}$ s$^{-1}$, the ratio $k_1/k_d$ is 2000. The right side is $\sqrt{3\times10^6\times2001}=7.75\times10^4$ s$^{-1}$, so the maximum lies near 77 mmol/L. Adding $k_d$ to the rates tabulated in part (d) shows the turn:

- At 30 mmol/L, $18.28/6.552=2.79$.
- At 100 mmol/L, $5.925/2.080=2.85$.
- At 300 mmol/L, $2.080/0.7645=2.72$.

Both members of each quotient are in units of $10^{-6}$ s$^{-1}$. At a formal $10^4$ mmol/L, beyond any realistic solution, the ratio has fallen to 1.33. A direct path 2000 times slower than ligand loss thus limits the observed effect to about 2.85, whereas without that path it would approach 3.

The reciprocal plot gives a warning. Instead of rising along a straight line, $1/k_{\rm obs}$ levels off towards $1/k_d$. The warning is weak for a slow direct path. In this example a straight line fitted to seven evenly spaced points from 0 to 100 mmol/L misses the D values by at most 0.7% of the largest one, and the slope ratio is 2.90 instead of 3. From 0 to 300 mmol/L the figures are 2% and 2.74. If the direct path has its own isotope effect, the final value at high ligand is that effect instead of one.

### (i) Ligand released by the reaction

**Question.** Start with precursor concentration $A_0$ and free ligand $L_0$. Suppose that ligand released by the reaction stays free. What isotope effect do the half-lives show, in particular when no ligand is added?

**Solution.** Here $A$ and $I$ are concentrations. Each loss of a ligand turns one $A$ into one free ligand, and each return does the reverse. Hence $dL/dt=-dA/dt$, and

$$L=L_0+A_0-A.$$

The equations are now nonlinear, so the time-integral argument of part (a) no longer gives a closed result. Use the steady state for $I$ instead: its formation and consumption nearly balance, so $I\approx k_1A/(k_{-1}L+k_2)$. Substituting this into the equation for $A$ gives

$$\frac{dA}{dt}=-k_1A\left[1-\frac{k_{-1}L}{k_{-1}L+k_2}\right]=-\frac{k_1A}{1+L/c_i},$$

where $c_i=k_2/k_{-1}$ belongs to the sample in question: $c_H=3$ mmol/L and $c_D=1$ mmol/L. Insert $L$ and separate the variables:

$$k_1\,dt=-\left[\left(1+\frac{L_0+A_0}{c_i}\right)\frac1A-\frac1{c_i}\right]dA.$$

Integration from $A_0$ down to $A$ gives

$$k_1t=\left(1+\frac{L_0+A_0}{c_i}\right)\ln\frac{A_0}{A}-\frac{A_0-A}{c_i}.$$

At the half-life $A=A_0/2$, so

$$t_{1/2}=\frac1{k_1}\left[\left(1+\frac{L_0+A_0}{c_i}\right)\ln2-\frac{A_0}{2c_i}\right].$$

Take $A_0=10$ mmol/L and $L_0=0$. For H the bracket is $4.333\times0.6931-1.667=1.337$, and for D it is $11\times0.6931-5=2.625$. Division by $k_1$ gives 6685 s and 13,123 s. The half-life ratio is 1.96, although no ligand was added. The decay is not exponential here, so the value depends on the measure: the ratio of the areas under $A$ for the same runs is 2.25.

The initial rates are both $k_1A_0$, so their ratio is one, as the masking law says for $L=0$. The effect grows during the run because the reaction supplies its own ligand.

With 10 mmol/L of added ligand, the half-life ratio is 2.62, against 2.54 at fixed $L$. With 100 mmol/L, it is 2.943 against 2.942. Added ligand in large excess over the precursor acts as a buffer. Numerical integration of the full equations, without the steady state, agrees with the half-life formula to within one part in $10^4$ for both isotopes in all three cases.

### (j) Tunnelling, temperature and a real system

**Question.** Does tunnelling alter the masking law? How large an error comes from a small temperature difference between the two runs? How do the parameters compare with a real precursor?

**Solution.** Tunnelling of the transferred hydrogen changes $k_{2H}$ and $k_{2D}$. The derivation used these constants without asking what determines them. The law therefore keeps its form, with tunnelling included in $K$ and $c$.

A parabolic barrier gives a size. Let $e$ be the energy relative to the barrier top, in units of $k_BT$, and let $u=\hbar\omega/k_BT$, where $\omega$ is the magnitude of the imaginary angular frequency. The transmission probability is $1/(1+e^{-2\pi e/u})$. Its thermal average, relative to classical passage over the top, is

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-e}\,de}{1+e^{-2\pi e/u}}.$$

Put $z=e^{2\pi e/u}$ and $s=u/2\pi$, so that $e^{-e}=z^{-s}$ and $de=s\,dz/z$. The standard integral $\int_0^\infty z^{-s}dz/(1+z)=\pi/\sin\pi s$, valid for $0<s<1$, then gives

$$\kappa=\frac{\pi s}{\sin\pi s}=\frac{u/2}{\sin(u/2)}.$$

For an assumed 800$i$ cm$^{-1}$ at 333 K, $\kappa=1.75$ for H. If the motion is purely that of the hydrogen, deuterium lowers the frequency by $\sqrt2$, and $\kappa=1.30$. Tunnelling would then contribute a factor of 1.35 to $K=3$, leaving 2.23 for other causes. These digits belong to the unbounded parabola; a symmetric Eckart barrier of 60 kJ/mol with the same frequency gives 1.33.

For the temperature error, use the Eyring equation, $k_1=(k_BT/h)e^{-G/RT}$, where $G$ is the activation free energy. The example's $k_1$ corresponds to $G=105.4$ kJ/mol. With $G$ held fixed, which means zero activation entropy, an H run that is 0.5 K hotter than the D run shows a false effect of 1.06 at $L=0$, where the law gives one. Ligand loss usually has a positive activation entropy. The same $k_1$ then implies a larger activation enthalpy and a larger error: 1.08 for an entropy of 80 J mol$^{-1}$ K$^{-1}$. For zero or positive activation entropy, the error is thus larger than the 5% effect on ligand loss assumed in part (f), and it shifts the intercepts in the same way.

The ligand return rate must also be possible. For two spheres of equal radius $r$ in a liquid of viscosity $\eta$, each diffusion coefficient is $k_BT/(6\pi\eta r)$. The encounter rate constant is $4\pi$ times the sum of the diffusion coefficients times the sum of the radii:

$$4\pi\cdot\frac{2k_BT}{6\pi\eta r}\cdot2r=\frac{8k_BT}{3\eta}.$$

Per mole, with a rough viscosity of 0.4 mPa s, this is $1.8\times10^{10}$ L mol$^{-1}$ s$^{-1}$. The chosen $k_{-1}$ is far below this ceiling.

A real case of this kind is the thermolysis in solution of a bis(phosphine) dialkylplatinum complex. Some such compounds take hours to decompose near 333 K, but the time depends strongly on the phosphine and the alkyl group. The separate values of $k_{-1}$ and $k_2$ are much less certain. The masking depends on their ratio, so $c=3$ mmol/L is an illustration, not a property of a particular complex. Elimination in such complexes can also be reversible and can scramble deuterium labels, so the limits of part (g) apply to them.

One assumption open to doubt is constant free ligand. After elimination, the platinum product may recapture phosphine. Complete and rapid recapture would hold $L$ near its initial value. If the product keeps one phosphine and recaptures none, part (i) applies, and for the example's numbers with 10 mmol/L of precursor the half-life ratio without added ligand moves from 1.00 to 1.96. If the product also gives up its second phosphine, twice as much ligand is freed and the ratio is 2.30. A study that relies on the masking law should therefore use added phosphine in large excess over the precursor, keep both runs at the same temperature, and check that $1/k_{\rm obs}$ is linear in $L$. To see the masking itself, which requires $L$ near or below $c$, the precursor must be much more dilute than the smaller of $c_H$ and $c_D$, which is $c/K$ when $K>1$. With precursor at $c/10$ and no added ligand, the half-life ratio is already 1.05 for $K=3$ and 1.16 for $K=7$. A straight line does not exclude the effects of parts (f) and (g), which also give straight lines and can change their slope ratio, and the curvature from a slow direct path, part (h), can be too small to see. Nor does it exclude released ligand: by the formula of part (i), the half-life is linear in $L_0$, but the intercepts for H and D then differ. The remaining values are in the numerical output below.

## Calculated quantities

```
temperature: 333 K; precursor: 10 mmol/L
k1: 2.0e-04 1/s; k-1: 1.0e+06 L/(mol s)
k2H: 3000 1/s; k2D: 1000 1/s; intrinsic K: 3.000
barrier of ligand loss: 105.4 kJ/mol
barrier of H elimination: 59.7 kJ/mol
midpoint ligand c: 3.00 mmol/L
L (mmol/L), k_obs H (1/s), k_obs D (1/s), K_obs:
     0.0  2.000e-04  2.000e-04  1.000
     1.0  1.500e-04  1.000e-04  1.500
     3.0  1.000e-04  5.000e-05  2.000
    10.0  4.615e-05  1.818e-05  2.538
    30.0  1.818e-05  6.452e-06  2.818
   100.0  5.825e-06  1.980e-06  2.942
   300.0  1.980e-06  6.645e-07  2.980
slope ratio D/H of inhibition lines: 3.0000
common intercept: 5000.0 s
ligand for 95% unmasking: 57.0 mmol/L
H half-life, no ligand: 0.963 h
H half-life at 95% unmasking: 19.25 h
largest steady-state relative error: 5.0e-08
long-lived I, L=0, k1=2, k2H=3, k2D=1 (1/s):
  slow-exponential ratio 2.000, area ratio 1.000
ligand released and kept free, from half-lives:
L0 (mmol/L), t_half H (s), t_half D (s), ratio, fixed-L K_obs:
    0.0  6685  13123  1.963  1.000
   10.0  18237  47780  2.620  2.538
  100.0  122209  359697  2.943  2.942
exchange effects K1=1.05, Km=1.02: limits 1.050 and 3.088
reversible elimination, isotope effect on return 2.5:
  k-2H/k3 = 0.1: upper limit 2.836
  k-2H/k3 = 100.0: upper limit 1.218
direct path kd: 1.0e-07 1/s, no isotope effect
  K_obs at 300 mmol/L: 2.721
  K_obs at 10 mol/L (formal): 1.333
tunnelling at 800i 1/cm: H 1.750, D 1.300
  ratio H/D 1.346; rest of K 2.229
false effect from H run 0.5 K hotter, L=0: 1.060
viscosity (rough): 0.4 mPa s
diffusion ceiling: 1.8e+10 L/(mol s)
```
